# Why Wick factorization can fail for a fixed number of fermions: a numerical check

```python
# Result under test: for noninteracting fermions H = sum eps_p n_p, Wick factorization
#   <c+_a c+_b c_c c_d> = g_ad g_bc - g_ac g_bd,   g_ab = <c+_a c_b>,
# holds in the grand ensemble and in one Slater determinant, but fails in the canonical
# ensemble rho_N = P_N exp(-beta H)/Z_N (0<N<M, finite beta), where for p != q
#   Cov(n_p,n_q) = -x_p x_q (E_{N-1}^2 - E_N E_{N-2})/Z_N^2 < 0,  x_p = exp(-beta eps_p),
# E_k = elementary symmetric polynomial of the other x. Two levels (0, Delta), N=1:
# <n1 n2> = 0, n1 n2 = 1/(4 cosh^2(beta Delta/2)). Large M: Cov ~ -v_p v_q/sigma2,
# v = f(1-f), sigma2 = sum v, f = Fermi function. Hartree atomic units.
import itertools
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

HA_EV = pc['Hartree energy in eV'][0]
HA_K = pc['hartree-kelvin relationship'][0]

def fock(M):
    """Jordan-Wigner annihilators and the particle number of each basis state."""
    a, z, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    cs = []
    for p in range(M):
        m = np.eye(1)
        for op in [z]*p + [a] + [one]*(M-p-1):
            m = np.kron(m, op)
        cs.append(m)
    return cs, np.rint(np.diag(sum(c.T @ c for c in cs))).astype(int)

def one_body(h, c):
    return sum(h[a, b]*c[a].T @ c[b] for a in range(len(c)) for b in range(len(c)))

def canonical(H, num, N, beta):
    r = np.diag((num == N)*1.0) @ expm(-beta*H)
    return r/np.trace(r)

def grand(H, num, mu, beta):
    r = expm(-beta*(H - mu*np.diag(num)))
    return r/np.trace(r)

def gamma(r, c):
    return np.array([[np.trace(r @ ca.T @ cb) for cb in c] for ca in c])

def violation(r, c):
    M, g = len(c), gamma(r, c)
    t = np.zeros((M,)*4, complex)
    for a, b, e, d in itertools.product(range(M), repeat=4):
        t[a, b, e, d] = np.trace(r @ c[a].T @ c[b].T @ c[e] @ c[d])
    return t - np.einsum('ad,be->abed', g, g) + np.einsum('ae,bd->abed', g, g)

def esp(x, k):
    poly = np.array([1.0])
    for xi in x:
        poly = np.convolve(poly, [1.0, xi])
    return poly[k] if 0 <= k < len(poly) else 0.0

def free_energy(H, beta):
    return -np.log(np.sum(np.exp(-beta*np.linalg.eigvalsh(H))))/beta

def av(r, A):
    return np.trace(r @ A).real

# ---- random complex four-mode Hamiltonian, beta = 1 ----
rng = np.random.default_rng(1)
A = rng.normal(size=(4, 4)) + 1j*rng.normal(size=(4, 4))
c, num = fock(4)
for a, b in itertools.product(range(4), repeat=2):
    assert np.allclose(c[a] @ c[b].T + c[b].T @ c[a], (a == b)*np.eye(16))
    assert np.allclose(c[a] @ c[b] + c[b] @ c[a], 0)
H, Nop, sec = one_body((A + A.conj().T)/2, c), np.diag(num*1.0), num == 2
rg, rc = grand(H, num, 0.3, 1.0), canonical(H, num, 2, 1.0)
gg, gc = gamma(rg, c), gamma(rc, c)
vg, vc = violation(rg, c), violation(rc, c)
assert abs(vg).max() < 1e-11 and abs(vc).max() > 1e-3
assert abs(av(rg, Nop @ Nop) - av(rg, Nop)**2 - np.trace(gg - gg @ gg).real) < 1e-11
assert abs(np.einsum('abba->', vc) + np.trace(gc - gc @ gc)) < 1e-11
for N in (0, 4):
    assert abs(violation(canonical(H, num, N, 1.0), c)).max() < 1e-11
psi = np.zeros(16, complex)
psi[sec] = np.linalg.eigh(H[np.ix_(sec, sec)])[1][:, 0]
r0 = np.outer(psi, psi.conj())
v0, g0 = abs(violation(r0, c)).max(), gamma(r0, c)
assert v0 < 1e-11 and np.allclose(g0 @ g0, g0, atol=1e-11)
V, du = c[0].T @ c[0] @ c[1].T @ c[1], 1e-4
hf = lambda g: (g[0, 0]*g[1, 1] - abs(g[0, 1])**2).real
dOm = (free_energy(H - 0.3*Nop + du*V, 1.0) - free_energy(H - 0.3*Nop - du*V, 1.0))/(2*du)
dF = (free_energy((H + du*V)[np.ix_(sec, sec)], 1.0)
      - free_energy((H - du*V)[np.ix_(sec, sec)], 1.0))/(2*du)
assert abs(dOm - hf(gg)) < 1e-7 and abs(dF - av(rc, V)) < 1e-7
assert abs(dF - hf(gc) - vc[0, 1, 1, 0].real) < 1e-7 and abs(dF - hf(gc)) > 1e-4
print("random 4-mode model (beta=1/Ha), max |4-point - Wick| (dimensionless):")
print(f"  grand {abs(vg).max():.1e}, ground determinant {v0:.1e}, canonical N=2 {abs(vc).max():.4f}")
print(f"  grand dOmega/dU {dOm:.6f}, HF {hf(gg):.6f}; canonical dF/dU {dF:.6f}, HF {hf(gc):.6f}")

# ---- symbolic: covariance identity and positive (Catalan) coefficients ----
y = sp.symbols('y0:5')
es = lambda v, k: sum((sp.Mul(*s) for s in itertools.combinations(v, k)), sp.Integer(0))
for N in (2, 3):
    confs = list(itertools.combinations(range(5), N))
    S = lambda *o: sum(sp.Mul(*[y[i] for i in s]) for s in confs if set(o) <= set(s))
    rest = y[2:]
    assert sp.expand(S()*S(0, 1) - S(0)*S(1)
                     + y[0]*y[1]*(es(rest, N-1)**2 - es(rest, N)*es(rest, N-2))) == 0
for k in range(1, 5):
    terms = sp.Poly(sp.expand(es(y, k)**2 - es(y, k+1)*es(y, k-1)), *y).as_dict()
    want = [e for e in itertools.product(range(3), repeat=5) if sum(e) == 2*k]
    assert len(terms) == len(want)
    for e in want:
        m = e.count(1)//2
        assert terms[e] == sp.binomial(2*m, m)/(m+1)

# ---- two levels, one fermion ----
D, beta, U = 0.01, 100.0, 0.2
c, num = fock(2)
n = [a.T @ a for a in c]
H = D*n[1]
r = canonical(H, num, 1, beta)
n1, n2, pair = av(r, n[0]), av(r, n[1]), av(r, n[0] @ n[1])
assert abs(n1 - 1/(1 + np.exp(-beta*D))) < 1e-13 and abs(pair) < 1e-14
assert abs(n1*n2 - 1/(4*np.cosh(beta*D/2)**2)) < 1e-13
print(f"two levels: Delta {D} Ha, beta {beta} 1/Ha (T {HA_K/beta:.0f} K), U {U} Ha")
print(f"  canonical n1 {n1:.6f}, n2 {n2:.6f}, <n1 n2> {pair:.6f}, n1*n2 {n1*n2:.6f}")
for th in (0.3, np.pi/4):
    R = np.array([[np.cos(th), -np.sin(th)], [np.sin(th), np.cos(th)]])
    rr = canonical(one_body(R @ np.diag([0, D]) @ R.T, c), num, 1, beta)
    g = gamma(rr, c)
    assert abs(hf(g) - n1*n2) < 1e-12 and abs(av(rr, n[0] @ n[1])) < 1e-14
print(f"  45 deg basis: g_aa {g[0,0]:.6f}, g_bb {g[1,1]:.6f}, |g_ab| {abs(g[0,1]):.6f}, "
      f"|g_ab|^2 {abs(g[0,1])**2:.6f}, Wick {hf(g):.6f}")
for fac in (1, 2):
    q = grand(H, num, D/2, fac*beta)
    f1, f2, pq = av(q, n[0]), av(q, n[1]), av(q, n[0] @ n[1])
    assert abs(pq - f1*f2) < 1e-13 and abs(f1 + f2 - 1) < 1e-13
    assert (abs(f1 - n1) < 1e-13) == (fac == 2)
    print(f"  grand beta {fac*beta:.0f} 1/Ha, mu {D/2} Ha: f1 {f1:.6f}, f2 {f2:.6f}, <n1 n2> {pq:.6f}")
s1 = np.ix_(num == 1, num == 1)
shift = free_energy((H + U*n[0] @ n[1])[s1], beta) - free_energy(H[s1], beta)
assert abs(shift) < 1e-14
print(f"  exact F(U)-F(0) {abs(shift):.6f} Ha; HF diagrams {U*n1*n2:.6f} Ha = {U*n1*n2*HA_EV:.4f} eV")
def G_end(rho, p, mu):
    K = H - mu*np.diag(num)
    return -np.trace(rho @ expm(beta*K) @ c[p] @ expm(-beta*K) @ c[p].T).real
mus = [brentq(lambda m: G_end(r, p, m) + av(r, n[p]), -0.05, 0.05, xtol=1e-14) for p in (0, 1)]
assert abs(mus[0] - D) < 1e-10 and abs(mus[1]) < 1e-10
q = grand(H, num, 0.003, beta)
assert all(abs(G_end(q, p, 0.003) + av(q, n[p])) < 1e-12 for p in (0, 1))
print(f"  mu needed for antiperiodic G: level 1 {mus[0]:.6f} Ha, level 2 {abs(mus[1]):.6f} Ha")
for d2, b2 in ((D, 1000.0), (0.0, 1000.0)):
    q = canonical(d2*n[1], num, 1, b2)
    w = av(q, n[0])*av(q, n[1]) - av(q, n[0] @ n[1])
    assert abs(w - 1/(4*np.cosh(b2*d2/2)**2)) < 1e-12
    print(f"  Delta {d2} Ha, beta {b2:.0f} 1/Ha: n1*n2 - <n1 n2> = {w:.4e}")

# ---- covariance from grand probabilities conditioned on N (for large M) ----
def cov_conditioned(eps, N, p, q):
    mu = brentq(lambda m: np.sum(1/(1 + np.exp(beta*(eps - m)))) - N, -1, 1, xtol=1e-15)
    f = 1/(1 + np.exp(beta*(eps - mu)))
    P = np.array([1.0])
    for fi in np.delete(f, [p, q]):
        P = np.convolve(P, [1 - fi, fi])
    w11, w10 = f[p]*f[q]*P[N-2], f[p]*(1-f[q])*P[N-1]
    w01, w00 = (1-f[p])*f[q]*P[N-1], (1-f[p])*(1-f[q])*P[N]
    t = w11 + w10 + w01 + w00
    return w11/t - (w11+w10)*(w11+w01)/t**2, f

# ---- ladder of six levels, three fermions ----
M, N = 6, 3
eps = D*np.arange(M)
x = np.exp(-beta*eps)
c, num = fock(M)
n = [a.T @ a for a in c]
H = sum(e*a for e, a in zip(eps, n))
r, rm = canonical(H, num, N, beta), canonical(H, num, N-1, beta)
Z, Zm = esp(x, N), esp(x, N-1)
assert abs(Z - np.sum(np.exp(-beta*np.diag(H)[num == N]))) < 1e-13
occ = np.array([av(r, a) for a in n])
P2 = np.array([[av(r, a @ b) for b in n] for a in n])
cov = P2 - np.outer(occ, occ)
zs = np.exp(2j*np.pi*np.arange(M+1)/(M+1))
wts = np.array([z**(-N)*np.prod(1 + x*z) for z in zs])/(M+1)
fz = np.array([x*z/(1 + x*z) for z in zs])
assert abs(wts.sum() - Z) < 1e-13
boltz = np.exp(-beta*np.diag(H))
for p in range(M):
    assert np.allclose(c[p] @ r, x[p]*Zm/Z*rm @ c[p], atol=1e-13)
    assert abs(occ[p] - x[p]*Zm/Z*(1 - av(rm, n[p]))) < 1e-12
    assert abs(cov[p].sum() - cov[p, p] + occ[p]*(1 - occ[p])) < 1e-12
for p, q in itertools.combinations(range(M), 2):
    o = np.delete(x, [p, q])
    assert cov[p, q] < -1e-6
    assert abs(cov[p, q] + x[p]*x[q]*(esp(o, N-1)**2 - esp(o, N)*esp(o, N-2))/Z**2) < 1e-12
    assert abs(P2[p, q] - (x[p]*occ[q] - x[q]*occ[p])/(x[p] - x[q])) < 1e-12
    assert abs(P2[p, q] - np.sum(wts*fz[:, p]*fz[:, q])/Z) < 1e-11
    assert abs(cov[p, q] - cov_conditioned(eps, N, p, q)[0]) < 1e-12
    for j, z in enumerate(zs):
        wz = boltz*z**num
        assert abs(np.sum(wz*np.diag(n[p] @ n[q]))/wz.sum() - fz[j, p]*fz[j, q]) < 1e-10
o = np.delete(x, [2, 3])
print(f"ladder eps_p = {D}*p Ha, p=0..5, N=3, beta {beta} 1/Ha: Z_3 {Z:.6f}, Z_2 {Zm:.6f}")
print("  n_p: " + " ".join(f"{v:.6f}" for v in occ))
print(f"  pair (2,3): x2 {x[2]:.6f}, x3 {x[3]:.6f}, E1 {esp(o,1):.6f}, E2 {esp(o,2):.6f}, E3 {esp(o,3):.6f}")
print(f"  <n2 n3> {P2[2,3]:.6f}, n2*n3 {occ[2]*occ[3]:.6f}, Cov {cov[2,3]:.6f}")
print("  Cov(n2,nq), q=0,1,3,4,5: " + " ".join(f"{cov[2,q]:.6f}" for q in (0, 1, 3, 4, 5)))
print(f"  their sum {cov[2].sum()-cov[2,2]:.6f}, n2(1-n2) {occ[2]*(1-occ[2]):.6f}")
varN = av(r, np.diag(num*num*1.0)) - av(r, np.diag(num*1.0))**2
assert abs(varN) < 1e-12
print(f"  Var N exact {abs(varN):.6f}, Wick value sum n(1-n) {np.sum(occ*(1-occ)):.6f}")
for Nd in (2, 3):
    q = canonical(0*H, num, Nd, beta)
    cd = av(q, n[0] @ n[1]) - av(q, n[0])*av(q, n[1])
    assert abs(cd + Nd/M*(1 - Nd/M)/(M-1)) < 1e-13
    print(f"degenerate shell M=6, N={Nd}: Cov {cd:.6f}")

# ---- band at quarter filling: lowest and highest level ----
W = 0.02
print(f"band width {W} Ha, N=M/4, beta {beta} 1/Ha, pair = lowest and highest level")
for M in (40, 160, 640):
    cv, f = cov_conditioned(np.linspace(0, W, M), M//4, 0, M-1)
    v = f*(1 - f)
    lead = -v[0]*v[-1]/v.sum()
    assert abs(cv/lead - 1) < 1/v.sum()
    print(f"  M {M}: v_p {v[0]:.5f}, v_q {v[-1]:.5f}, sigma2 {v.sum():.4f}, sigma2/M {v.sum()/M:.5f}")
    print(f"     Cov {cv:.5e}, leading {lead:.5e}, ratio {cv/lead:.5f}, M*Cov {M*cv:.5f}")
print("all assertions hold")
```

It prints:

```
random 4-mode model (beta=1/Ha), max |4-point - Wick| (dimensionless):
  grand 5.6e-17, ground determinant 1.1e-16, canonical N=2 0.0300
  grand dOmega/dU 0.216417, HF 0.216417; canonical dF/dU 0.189330, HF 0.213280
two levels: Delta 0.01 Ha, beta 100.0 1/Ha (T 3158 K), U 0.2 Ha
  canonical n1 0.731059, n2 0.268941, <n1 n2> 0.000000, n1*n2 0.196612
  45 deg basis: g_aa 0.500000, g_bb 0.500000, |g_ab| 0.231059, |g_ab|^2 0.053388, Wick 0.196612
  grand beta 100 1/Ha, mu 0.005 Ha: f1 0.622459, f2 0.377541, <n1 n2> 0.235004
  grand beta 200 1/Ha, mu 0.005 Ha: f1 0.731059, f2 0.268941, <n1 n2> 0.196612
  exact F(U)-F(0) 0.000000 Ha; HF diagrams 0.039322 Ha = 1.0700 eV
  mu needed for antiperiodic G: level 1 0.010000 Ha, level 2 0.000000 Ha
  Delta 0.01 Ha, beta 1000 1/Ha: n1*n2 - <n1 n2> = 4.5396e-05
  Delta 0.0 Ha, beta 1000 1/Ha: n1*n2 - <n1 n2> = 2.5000e-01
ladder eps_p = 0.01*p Ha, p=0..5, N=3, beta 100.0 1/Ha: Z_3 0.093241, Z_2 0.666874
  n_p: 0.952574 0.874615 0.684542 0.315458 0.125385 0.047426
  pair (2,3): x2 0.135335, x3 0.049787, E1 1.392933, E2 0.402273, E3 0.009386
  <n2 n3> 0.100659, n2*n3 0.215944, Cov -0.115285
  Cov(n2,nq), q=0,1,3,4,5: -0.009487 -0.024787 -0.115285 -0.047964 -0.018421
  their sum -0.215944, n2(1-n2) 0.215944
  Var N exact 0.000000, Wick value sum n(1-n) 0.741569
degenerate shell M=6, N=2: Cov -0.044444
degenerate shell M=6, N=3: Cov -0.050000
band width 0.02 Ha, N=M/4, beta 100.0 1/Ha, pair = lowest and highest level
  M 40: v_p 0.24789, v_q 0.09093, sigma2 7.0502, sigma2/M 0.17626
     Cov -3.24609e-03, leading -3.19706e-03, ratio 1.01534, M*Cov -0.12984
  M 160: v_p 0.24796, v_q 0.09115, sigma2 28.2616, sigma2/M 0.17664
     Cov -8.02787e-04, leading -7.99748e-04, ratio 1.00380, M*Cov -0.12845
  M 640: v_p 0.24797, v_q 0.09121, sigma2 113.1060, sigma2/M 0.17673
     Cov -2.00156e-04, leading -1.99966e-04, ratio 1.00095, M*Cov -0.12810
all assertions hold
```
